# Thermophoretic drift of small spheres in a free-molecular carrier gas

A metal precursor carried by argon towards a hot plate may decompose too early and form solid particles in the gas. Between the hot plate and a colder one opposite, each particle is struck by faster molecules from one side and slower ones from the other, and it drifts towards the cold plate. A larger particle receives more blows but also meets more resistance. How does the drift depend on its size?

Let a hard sphere of radius $R$, which exerts no force on a molecule before contact, sit in a monatomic gas of molecular mass $m$, density $\rho=nm$ and pressure $p=nkT$. The gas is at rest, $p$ is uniform, and $T$ has a gradient. The mean free path $\lambda$ is much larger than $R$, so molecules reach the sphere with the velocity distribution of the undisturbed gas. The result, derived below in two ways, is

$$\mathbf V=\frac{\mathbf q}{5p\,(1+\pi\alpha/8)}=-\frac34\,\frac{\mu}{\rho}\,\frac{\nabla T}{T\,(1+\pi\alpha/8)} .$$

Here $\mathbf q=-\kappa\nabla T$ is the heat flux, $\mu$ the viscosity, and $\alpha$ the fraction of molecules re-emitted diffusely; the rest reflect specularly. The radius is absent.

## The gas that both derivations use

Define $c_0=\sqrt{2kT/m}$, $\mathbf C=\mathbf c/c_0$ and the mean speed $\bar v=\sqrt{8kT/\pi m}$. Then

$$c_0=\tfrac{\sqrt\pi}{2}\bar v,\qquad \rho c_0^2=2p,\qquad \rho\bar v^2=8p/\pi .$$

Angle brackets denote averages over the Maxwell distribution $f_0$. At uniform pressure $f_0\propto p\,T^{-5/2}e^{-mc^2/2kT}$, so free streaming changes it at the rate

$$\mathbf c\cdot\nabla f_0=f_0\,(C^2-\tfrac52)\,\mathbf c\cdot\nabla\ln T .$$

Collisions must balance this. To first order in the gradient, and keeping only the first term of a polynomial expansion in velocity, the response has the same velocity dependence as the source: $f=f_0(1+\phi)$ with $\phi=A\,\mathbf q\cdot\mathbf C\,(C^2-\frac52)$. This requires $\lambda|\nabla T|/T\ll1$.

The heat flux fixes $A$. With $\frac12mc^2=kTC^2$, $\langle C^4\rangle=\frac{15}4$ and $\langle C^6\rangle=\frac{105}8$,

$$\mathbf q=pc_0\langle C^2\mathbf C\,\phi\rangle=\frac{pc_0A}{3}\left(\frac{105}8-\frac{75}8\right)\mathbf q=\frac54pc_0A\,\mathbf q ,$$

so $A=4/(5pc_0)$. The particle flux is proportional to $\langle C^2(C^2-\frac52)\rangle=\frac{15}4-\frac{15}4=0$: heat flows, but the gas does not.

## First derivation: the sphere as a target

Let the sphere move at $\mathbf V$, and let $\mathbf g=\mathbf c-\mathbf V$ be a molecule's velocity relative to it. From any direction the sphere presents the area $\pi R^2$. Molecules therefore strike at the rate $\pi R^2|\mathbf g|f\,d^3c$, each bringing momentum $m\mathbf g$.

**Specular reflection.** A molecule striking at angle of incidence $i$ has impact parameter $R\sin i$ and is deflected by $\chi=\pi-2i$, so $\cos\chi=2\sin^2i-1$. Uniform illumination of the disk makes $\sin^2i$ uniform between 0 and 1. Hence $\cos\chi$ is uniform between $-1$ and 1: scattering is isotropic, and the mean outgoing momentum is zero.

**Diffuse reflection.** Emission at the particle temperature, first taken equal to $T$, has zero mean tangential velocity. Its mean normal velocity, weighted by flux, is

$$v_w=c_0\frac{\int_0^\infty s^2e^{-s^2}ds}{\int_0^\infty s\,e^{-s^2}ds}=\frac{\sqrt\pi}{2}c_0=\frac\pi4\bar v .$$

The mean outward normal $\hat{\mathbf n}$ at the points of impact is $-\hat{\mathbf g}\int_0^1\cos i\;d(\sin^2i)=-\frac23\hat{\mathbf g}$. The particle recoils against the emission, gaining on average $+\frac23mv_w\hat{\mathbf g}$ per molecule.

Adding the parts gives

$$\mathbf F=\pi R^2m\left[\int\mathbf g|\mathbf g|f\,d^3c+\frac{2\alpha}3v_w\int\mathbf g f\,d^3c\right].$$

The second integral is the particle flux relative to the sphere. For a sphere at rest it vanishes, so the thermal force does not depend on $\alpha$.

**Thermal force.** Set $\mathbf V=0$. The moments $\langle C^3\rangle=4/\sqrt\pi$ and $\langle C^5\rangle=12/\sqrt\pi$ give $\langle C^3(C^2-\frac52)\rangle=2/\sqrt\pi$. Then

$$\mathbf F_T=\pi R^2\,(2p)\,\frac{4}{5pc_0}\,\frac13\,\frac2{\sqrt\pi}\,\mathbf q=\frac{16\sqrt\pi}{15}\frac{R^2\mathbf q}{c_0}=\frac{32}{15}\frac{R^2\mathbf q}{\bar v}.$$

The force points along the heat flux, towards the cold side. The weight $|\mathbf c|\mathbf c$ favours the fast molecules, which move predominantly down the temperature gradient. The slow ones carry the compensating return flux but deliver less momentum.

**Drag.** For $V\ll\bar v$,

$$\mathbf g|\mathbf g|\simeq\mathbf c|\mathbf c|-|\mathbf c|\mathbf V-\frac{\mathbf c(\mathbf c\cdot\mathbf V)}{|\mathbf c|} .$$

Over $f_0$ the first term averages to zero, the second to $-\bar v\mathbf V$ and the third to $-\frac13\bar v\mathbf V$. The flux integral equals $-n\mathbf V$. Therefore

$$\mathbf F_D=-\pi R^2\rho\left[\frac43\bar v+\frac{2\alpha}3\frac{\pi\bar v}4\right]\mathbf V=-\frac{4\pi}3R^2\rho\bar v\left(1+\frac{\pi\alpha}8\right)\mathbf V .$$

Terms containing both $\mathbf q$ and $\mathbf V$ are second order in small quantities and are dropped.

**Balance.** In steady drift $\mathbf F_T+\mathbf F_D=0$. Both forces contain $R^2$, which cancels:

$$\mathbf V=\frac{8\,\mathbf q}{5\pi\rho\bar v^2(1+\pi\alpha/8)}=\frac{\mathbf q}{5p(1+\pi\alpha/8)} .$$

## Second derivation: stress on each surface element

Now consider an element with outward normal $\hat{\mathbf n}$. Let $s>0$ be the incoming normal speed in units of $c_0$. The incoming molecules exert a pressure $P$ along $-\hat{\mathbf n}$ and a tangential stress $\boldsymbol\tau$. Subscripts $n$ and $t$ denote components along $\hat{\mathbf n}$ and in the surface.

**Heat-flux part.** Averaging over the two tangential velocities turns $C^2-\frac52$ into $s^2-\frac32$. An incoming molecule has $C_n=-s$, so

$$P_q=-2pA\,q_n\frac1{\sqrt\pi}\int_0^\infty s^3(s^2-\tfrac32)e^{-s^2}ds=-\frac{2pA\,q_n}{4\sqrt\pi}=-\frac{4}{5\pi}\frac{q_n}{\bar v},$$

where the integral is $1-\frac34=\frac14$. For the tangential stress, let $C_t$ be the single component of $\mathbf C$ along $\mathbf q_t$; the average of $C_t^2(C^2-\frac52)$ over tangential velocities is $\frac12(s^2-\frac52)+1=\frac12s^2-\frac14$. Thus

$$\boldsymbol\tau_q=2pA\,\mathbf q_t\frac1{\sqrt\pi}\int_0^\infty s\left(\frac{s^2}2-\frac14\right)e^{-s^2}ds=\frac{2pA\,\mathbf q_t}{8\sqrt\pi}=\frac{2}{5\pi}\frac{\mathbf q_t}{\bar v}.$$

The change in the number arriving is proportional to $\int_0^\infty s^2(s^2-\frac32)e^{-s^2}ds=\frac{3\sqrt\pi}8-\frac{3\sqrt\pi}8=0$. The diffuse recoil is therefore unchanged on every element separately.

Over the sphere, $\int\hat{\mathbf n}\,q_n\,dS=\frac{4\pi}3R^2\mathbf q$ and $\int\mathbf q_t\,dS=\frac{8\pi}3R^2\mathbf q$. Specular reflection doubles the normal stress and transmits no tangential stress:

$$\mathbf F_T^{\rm spec}=\frac{8}{5\pi\bar v}\,\frac{4\pi R^2}3\,\mathbf q=\frac{32}{15}\frac{R^2\mathbf q}{\bar v}.$$

Diffuse reflection takes up both incoming stresses once:

$$\mathbf F_T^{\rm diff}=\left(\frac{16}{15}+\frac{16}{15}\right)\frac{R^2\mathbf q}{\bar v}.$$

The totals agree, though one is wholly normal stress and the other is half shear.

**Drift part.** In the particle's frame the gas streams at $-\mathbf V$, so $f\simeq f_0(1-2\mathbf V\cdot\mathbf C/c_0)$, with $\mathbf C$ now measured in that frame. The same half-range integrals give

$$P_V=\frac{2pV_n}{\sqrt\pi c_0}=\frac12\rho\bar vV_n,\qquad \boldsymbol\tau_V=-\frac{p\mathbf V_t}{\sqrt\pi c_0}=-\frac14\rho\bar v\mathbf V_t,$$

and the arriving number flux rises by $\frac12nV_n$. Specular drag is $-2\int P_V\hat{\mathbf n}\,dS=-\frac{4\pi}3R^2\rho\bar v\mathbf V$. For diffuse reflection the incoming normal and tangential parts each give $-\frac{2\pi}3R^2\rho\bar v\mathbf V$, with the same sum. The extra recoil is

$$-\int\hat{\mathbf n}\,\frac{nV_n}2\,m\,\frac{\pi\bar v}4\,dS=-\frac\pi8\,\frac{4\pi}3R^2\rho\bar v\,\mathbf V .$$

Weighting it by $\alpha$ reproduces $\mathbf F_D$, and hence the same drift.

## From heat flux to viscosity

The second form of the result needs $\kappa=\frac{15}4(k/m)\mu$. Write $L$ for the linearized collision operator, positive by convention, and let

$$\mathbf w=(C^2-\tfrac52)\mathbf C,\qquad \mathsf B=\mathbf C\mathbf C-\tfrac13C^2\mathsf I,\qquad \langle w^2\rangle=\tfrac{15}4,\qquad \langle\mathsf B:\mathsf B\rangle=\tfrac52 .$$

For a temperature gradient, $c_0\mathbf w\cdot\nabla\ln T=-L\phi$. Insert $\phi=-a\,\mathbf w\cdot\nabla\ln T$ and project on $\mathbf w$: $a=\frac{15}4c_0/\Lambda_w$, where $\Lambda_w=\langle\mathbf w\cdot L\mathbf w\rangle$. The heat flux is $-\frac13pc_0a\langle w^2\rangle\nabla\ln T$, hence $\kappa T=\frac{75}{16}pc_0^2/\Lambda_w$.

For a symmetric traceless velocity gradient $\mathsf S$, the source is $2\mathsf B:\mathsf S=-L\phi$. With $\phi=-b\,\mathsf B:\mathsf S$, projection gives $b=5/\Lambda_B$, where $\Lambda_B=\langle\mathsf B:L\mathsf B\rangle$. The stress is $-2pb\cdot\frac15\langle\mathsf B:\mathsf B\rangle\mathsf S=-pb\,\mathsf S$. Equating it to $-2\mu\mathsf S$ gives $\mu=\frac52p/\Lambda_B$.

The two collision averages are equal. Each is one quarter of the collision-weighted mean square change of the quantity summed over both partners. Write the partners' velocities as $(\mathbf G\pm\mathbf g)/\sqrt2$, where in this section $\mathbf g$ is their scaled relative velocity. A collision turns $\mathbf g$ into $\mathbf g'$ of equal length and leaves $\mathbf G$ alone. Let $\mathsf D=\mathbf g\mathbf g-\mathbf g'\mathbf g'$. The sum of $\mathsf B$ changes by $\mathsf D$ in magnitude, and that of $\mathbf w$ by $\sqrt2\,\mathbf G\cdot\mathsf D$. Since $\langle G_iG_j\rangle=\frac12\delta_{ij}$, independently of $\mathbf g$, the mean square of the latter is $\mathsf D:\mathsf D$ as well. So $\Lambda_w=\Lambda_B$, and

$$\frac\kappa\mu=\frac{75}{16}\cdot\frac25\cdot\frac{c_0^2}T=\frac{15}4\frac km .$$

Substitution in $\mathbf q/5p$, with $p=\rho kT/m$, gives the factor $\frac34$.

This factor belongs to the one-term distribution. For hard spheres, a numerical solution with six polynomial terms gives 0.7774 instead of 0.7500, an increase of 3.7% at given viscosity. Argon atoms repel more softly than hard spheres, so the correction is smaller: a two-term estimate based on the temperature dependence of argon's viscosity gives about 1.5% at 500 K.

## What each derivation assumes

Both assume undisturbed incoming molecules, small $V/\bar v$, a particle much heavier than a molecule, and $\alpha$ independent of speed and place. They differ in their use of geometry.

The target derivation needs the same distribution over the whole sphere, and it uses the sphere's isotropic scattering. In return it accepts any uniform distribution, so more accurate solutions for $f$ can be inserted directly. It also shows what the cancellation of $R$ rests on: a collision area that depends on molecular speed either not at all, as here, or in the same way for every $R$. If attraction makes the area depend on speed in a way that changes with $R$, force and drag weight it differently and the cancellation fails.

The surface derivation needs half-range integrals, but it can follow conditions from point to point. At the surface the local gas temperature is $T+R\,\hat{\mathbf n}\cdot\nabla T$. The incoming pressure remains $p/2$, while the arriving flux at fixed $p$ varies as $T^{-1/2}$. The diffuse recoil pressure becomes $\frac p2(1-R\,\hat{\mathbf n}\cdot\nabla T/2T)$, which adds

$$\delta\mathbf F=\alpha\frac{pR}{4T}\,\frac{4\pi R^2}3\nabla T=\frac{\pi\alpha pR^3}{3T}\nabla T ,$$

a force towards the hot side. Define $\lambda=(\mu/p)\sqrt{\pi kT/2m}$, so that $\mu=4p\lambda/\pi\bar v$. Then $\mathbf F_T=-4p\lambda R^2\nabla T/T$, and this effect alone lowers the drift by the fraction

$$\frac{|\delta\mathbf F|}{|\mathbf F_T|}=\frac{\pi\alpha R}{12\lambda}.$$

Radius independence is thus a limiting law for $R/\lambda\to0$. Collisions between reflected and incoming molecules add further terms of order $R/\lambda$. They are not computed here, so the net change at this order remains open.

The particle must also be nearly uniform in temperature, or its recoil would vary over the surface. If it is uniform at $T_w\ne T$, then $v_w\propto\sqrt{T_w}$ and $\pi\alpha/8$ becomes $(\pi\alpha/8)\sqrt{T_w/T}$.

## Palladium particles in a deposition reactor

Take argon at 5 Torr between horizontal plates 20 mm apart, the lower at 700 K and the upper at 300 K. Where $T=500$ K, the gradient is taken as 20 K/mm, the average over the gap. Argon conducts better when hot, so the profile is not quite linear and this point lies slightly above mid-height; the error in the gradient there is about 1%. With a rough viscosity of 34 µPa s, $\mu/\rho=53.08$ cm²/s and $\lambda=20.6$ µm. For specular reflection

$$V=0.75\times53.08\times\frac{200\ \text{K/cm}}{500\ \text K}=15.9\ \text{cm/s}.$$

For $\alpha=0.9$ the divisor is $1+0.353$, and $V=11.8$ cm/s (0.118 m/s), upward and away from the hot plate. Full diffuse reflection gives 11.4 cm/s.

In steady conduction between wide plates, $q$ and $p$ are the same at every height. By $V=q/5p(1+\pi\alpha/8)$ so is the drift, in the one-term approximation (a second term varies it by under 1% across the gap), at fixed $\alpha$ and outside the layers about $\lambda$ thick at the plates. Crossing the gap takes about 0.17 s. A particle of radius 50 nm adjusts its velocity in 0.13 ms, so steady drift is a good description.

Direct numerical integration of the momentum transfer over the surface of a hard sphere, including the local gas temperature, gives 11.764, 11.762 and 11.758 cm/s for radii of 5, 20 and 50 nm. The formula gives 11.765 cm/s. These digits serve to compare the calculations; the inputs do not justify them physically. Between the smallest and largest radius the thermal force grows from 55 to about 5500 aN, a factor of 100, and the drag coefficient grows by the same factor. At 1000 nm the integration gives a loss of 1.14%, as does $\pi\alpha R/12\lambda$. 
A real palladium particle is not a hard sphere. It attracts argon atoms with a potential near $-C_3/z^3$ at height $z$ above the surface, with $C_3$ of order 1 eV Å³. Slow atoms are drawn in from farther away than fast ones, and more so, relative to $\pi R^2$, the smaller the particle. Classical trajectories with $C_3$ between 0.75 and 1.5 eV Å³ lower the drift at $\alpha=0.9$ by 6 to 7% at 5 nm, about 2% at 20 nm and about 1% at 50 nm. Force and drag then grow from 5 to 50 nm by factors near 90 and 85 rather than 100. At these radii this departure from radius independence far exceeds the $R/\lambda$ term.

Other motions do depend on radius. With a rough density of 12 g/cm³, settling is 0.013 cm/s at 5 nm and 0.13 cm/s at 50 nm, the latter 1.1% of the thermal drift and opposed to it. Brownian motion matters more for small particles: the ratio $V\times\text{gap}/D$, with $D$ the particle's diffusion coefficient, is 159 at 5 nm and about 16,000 at 50 nm. Because the particles' own partial pressure follows $T$, a uniform number density of them also moves towards the cold side at $D|\nabla T|/T$, which is 0.06 cm/s (0.5% of the drift) at 5 nm and a hundred times less at 50 nm.

The pressure, temperatures and gap are rough values for a low-pressure reactor with a heated substrate. If the gas flows, its local velocity adds to the drift; a component of 1 cm/s normal to the plates shifts the particle's velocity by 1 cm/s. The surface parameter $\alpha$ is uncertain, and its full range spans 11.4 to 15.9 cm/s. In a polyatomic carrier, $\mathbf q$ must be replaced, in the same one-term approximation, by the translational part of the heat flux, because internal energy brings no momentum to the particle.

The precursor matters too. Suppose its mole fraction is 0.2%, its molar mass roughly 500 g/mol, and it is consumed at the hot plate. Drag per molecule scales as $\sqrt m$, so its flux pushes particles towards that plate at about $\sqrt{500/39.95}\,Dx/\text{gap}$, where $x$ is the mole fraction and $D$ now the precursor's diffusion coefficient. Setting $D=\mu/\rho$, probably too high for so heavy a molecule, gives 0.19 cm/s, or 1.6% of the drift. This is an upper estimate: a kinetic-theory value of $D$ is nearer a third of $\mu/\rho$, and thermal diffusion drives the heavy precursor away from the hot plate and lowers its flux further. Gaseous products leaving the plate push the other way and may offset or outweigh this; they are not included.

Where $T=500$ K, radiation from the plates would warm a black particle by 10 to 11 K and lower the drift by 0.3%; the temperature difference varies with height. Internal temperature differences are negligible: even at a low assumed conductivity of 10 W/(m K), the ratio of surface heat transfer to internal conduction is $1.5\times10^{-6}$ at 50 nm. Heating from below could drive convection, but the Rayleigh number is 1.5 with gas properties taken at 500 K and about 15 with those at 300 K, both far below the threshold of roughly 1700 for rigid plates.

## Values computed for the example and the checks

```
Pressure: 5.0 Torr
Hot plate, cold plate, mid-gap: 700, 300, 500 K
Gap: 20 mm
Temperature gradient: 20.0 K/mm
Argon molar mass: 39.95 g/mol
Argon viscosity (rough input): 34.0 uPa s
Diffuse fraction alpha: 0.90
Gas density: 6.406 g/m^3
Kinematic viscosity: 53.08 cm^2/s
Mean molecular speed: 514.8 m/s
Thermal conductivity from viscosity: 26.54 mW/(m K)
Heat flux magnitude: 530.7 W/m^2
Mean free path: 20.62 um
Mean free path * gradient / T: 8.25e-04
Drift, alpha = 0: -15.923 cm/s
Drift, alpha = 1: -11.433 cm/s
Drift, example alpha: -11.765 cm/s (minus = towards cold)
Drift speed / mean molecular speed: 2.29e-04
Gap crossing time at this speed: 0.170 s
Radius 5 nm: drift from surface integral -11.7640 cm/s
  thermal force 55.0 aN, drag coeff. 4.674e-16 kg/s
  radius / mean free path 2.42e-04
  settling 0.0132 cm/s, relaxation time 13.4 us
  Brownian D 1.477e-01 cm^2/s, drift*gap/D 159, D*gradient/T 0.0591 cm/s
Radius 20 nm: drift from surface integral -11.7620 cm/s
  thermal force 879.8 aN, drag coeff. 7.478e-15 kg/s
  radius / mean free path 9.70e-04
  settling 0.0527 cm/s, relaxation time 53.8 us
  Brownian D 9.231e-03 cm^2/s, drift*gap/D 2549, D*gradient/T 0.0037 cm/s
Radius 50 nm: drift from surface integral -11.7579 cm/s
  thermal force 5498.5 aN, drag coeff. 4.674e-14 kg/s
  radius / mean free path 2.42e-03
  settling 0.1318 cm/s, relaxation time 134.4 us
  Brownian D 1.477e-03 cm^2/s, drift*gap/D 15930, D*gradient/T 0.0006 cm/s
Radius 1000 nm: drift loss, integral 1.143 %, formula 1.143 %
Hard-sphere drift coefficient, 1 term: 0.7500; 2 terms: 0.7726
Hard-sphere drift coefficient, 6 terms: 0.7774
Change from higher terms at given viscosity: 3.66 %
Conductivity/(viscosity k/m), 1 and 6 terms: 3.7500, 3.7839
Palladium density (rough input): 12.0 g/cm^3
Particle conductivity (low input): 10 W/(m K)
Radiative overheating, black-particle estimate: 11.3 K
Drift change from that overheating: -0.29 %
Biot number at 50 nm: 1.54e-06
Precursor mole fraction: 0.2 %
Precursor molar mass (rough input): 500 g/mol
Drift from precursor flux (D = nu): 0.188 cm/s
Precursor share of drag, estimate: 0.71 %
Rayleigh number of the gap: 1.49
```
